# Single-level recombination lifetime against the electron-to-hole ratio in p-type silicon, part 2

How does the steady-state lifetime due to one defect level in uniform p-type silicon vary with injection? It is nearly a straight line in $X=n/p$, where $n$ and $p$ are the total electron and hole densities. An example with a large change in lifetime is now wanted.

Dark values are $n_0$ and $p_0$, excesses are $\Delta n=n-n_0$ and $\Delta p=p-p_0$, and $N=p_0-n_0$ is the net doping. Densities are in $\mathrm{cm^{-3}}$, lifetimes in µs. The defect has density $N_t$, level $E_t$, filled fraction $f$ (dark value $f_0$), and capture coefficients $c_n$, $c_p$ independent of injection. $E_F$ is the dark Fermi level, $E_c$ and $E_v$ are the band edges, $N_c$ and $N_v$ the effective densities of states, and $k_BT$ the thermal energy.

The four flows are capture and emission of electrons and holes, with net capture rates

$$U_n=N_t\left[c_n n(1-f)-e_n f\right],$$

$$U_p=N_t\left[c_p p f-e_p(1-f)\right].$$

Detailed balance in the dark gives the emission rates $e_n=c_nn_1$ and $e_p=c_pp_1$, with

$$f_0=\frac{1}{1+e^{(E_t-E_F)/k_BT}},$$

$$n_0\frac{1-f_0}{f_0}=N_ce^{-(E_c-E_t)/k_BT}\equiv n_1,$$

$$p_0\frac{f_0}{1-f_0}=N_ve^{-(E_t-E_v)/k_BT}\equiv p_1,$$

so $n_1p_1=n_0p_0$. In steady state $U_n=U_p=R$, the net recombination rate:

$$R=\frac{np-n_0p_0}{\tau_{p0}(n+n_1)+\tau_{n0}(p+p_1)},$$

$$\tau_{n0}=\frac{1}{c_nN_t},\qquad \tau_{p0}=\frac{1}{c_pN_t}.$$

With fully ionized dopants and negligible charge stored on defects, $\Delta p=\Delta n$ and $p-n=N$. The lifetime $\tau=\Delta n/R$ is then

$$\tau=\frac{A(1-X)+BX}{1+(n_0/N)(1-X)},$$

$$A=\tau_{n0}+\frac KN,\qquad B=\tau_{n0}+\tau_{p0},\qquad K=\tau_{n0}p_1+\tau_{p0}n_1.$$

The numerator is the line $L(X)$. The shortfall $(L-\tau)/L=n_0/(p+n_0)$ is largest in the dark limit.

For negligible $n_0$, $X=\Delta n/(N+\Delta n)$, and the differential lifetime $\tau_d=d\Delta n/dR$, for a small change about a steady state, is

$$\tau_d=\frac{\tau^2}{\tau-sX(1-X)}=\frac{(A+sX)^2}{A+sX^2},$$

with slope $s=B-A$.

**A:** Take boron-doped silicon at 300 K with $N=10^{16}\ \mathrm{cm^{-3}}$ and $N_t=10^{12}\ \mathrm{cm^{-3}}$. The level lies 0.38 eV above the valence band. The gap is set to 1.12 eV and both effective densities of states to $3\times10^{19}\ \mathrm{cm^{-3}}$. The cross sections are $5\times10^{-14}\ \mathrm{cm^2}$ for electrons and $5\times10^{-17}\ \mathrm{cm^2}$ for holes, with a thermal velocity of $2\times10^7$ cm/s for both. These are round, rough values in the regime of interstitial iron.

A capture coefficient is cross section times velocity:

$$c_n=10^{-6}\ \mathrm{cm^3/s},\qquad c_p=10^{-9}\ \mathrm{cm^3/s}.$$

Hence $\tau_{n0}=1/(10^{-6}\times10^{12})\ \mathrm{s}=1\ \mathrm{\mu s}$ and $\tau_{p0}=1000\ \mathrm{\mu s}$.

The exponential formulas give $p_1=1.24\times10^{13}\ \mathrm{cm^{-3}}$ and $n_1=1.11\times10^7\ \mathrm{cm^{-3}}$. The two emission contributions to $A$ are

$$\tau_{n0}\frac{p_1}{N}=0.00124\ \mathrm{\mu s},\qquad \tau_{p0}\frac{n_1}{N}\simeq1.1\times10^{-6}\ \mathrm{\mu s}.$$

Therefore $A=1.001\ \mathrm{\mu s}$ and $B=1001\ \mathrm{\mu s}$, or 1.001 ms. The slope is 1000 µs to four figures.

**Q:** If you now evaluate the line, you will naturally find a line. Compute the lifetime some other way.

**A:** I go back to the four flows. The dark Fermi level fixes the dark occupancy, detailed balance fixes the emission rates, and equal net capture fixes $f$ at each injection. The net electron flow then gives $R$. Neither $A$ nor $B$ enters. The results are:

| $\Delta n$ (cm⁻³) | $X$ | $f$ | $\tau$ (µs) |
|---:|---:|---:|---:|
| $10^{12}$ | 0.000100 | 0.092 | 1.10 |
| $10^{13}$ | 0.000999 | 0.500 | 2.00 |
| $10^{14}$ | 0.00990 | 0.908 | 10.9 |
| $10^{15}$ | 0.0909 | 0.989 | 91.9 |
| $10^{16}$ | 0.500 | 0.998 | 501 |
| $10^{17}$ | 0.909 | 0.999 | 910 |

For the second row, the line gives

$$1.00124+999.999\times0.000999=2.000\ \mathrm{\mu s},$$

in agreement with the flows. Over 141 logarithmically spaced excess densities from $10^{10}$ to $10^{17}\ \mathrm{cm^{-3}}$, the largest difference, relative to $L$, is $1.4\times10^{-12}$. This is the size of $n_0/N$ in the example. It measures the algebra within the model, not the accuracy with which real silicon obeys it.

A straight line through the end points in $\Delta n$, instead of $X$, misses the lifetime by up to 89%, relative to the lifetime. The choice of horizontal variable is therefore essential.

**Q:** The defects are half filled when the excess density is a thousandth of the doping. Is that not suspiciously early for a change of behaviour?

**A:** It follows from the unequal capture coefficients. With emission neglected,

$$f\simeq\frac{c_nn}{c_nn+c_pp},$$

so half filling occurs at $X=c_p/c_n=10^{-3}$. Electrons fill the defects quickly, and holes empty them slowly. If electron emission is negligible and $\Delta n\simeq n$, the electron flow gives $R\simeq N_tc_nn(1-f)$, and hence

$$\tau\simeq\frac{\tau_{n0}}{1-f}.$$

At $f=0.500$ this gives 2 µs. The lifetime rises because fewer defects are free to accept an electron. The condition $\Delta n\ll N$ is thus not sufficient for a constant lifetime; this defect also requires $X\ll\tau_{n0}/\tau_{p0}$.

**Q:** What would the differential lifetime be in this example?

**A:** At $X=0.5$, the formula from the first half gives

$$\tau_d=\frac{(501.0)^2}{1.001+1000\times0.25}\ \mathrm{\mu s}\simeq1000\ \mathrm{\mu s}.$$

The steady-state value is 501 µs. The two definitions differ by a factor of two here, although their end values agree.

**Q:** Now the practical objection. At $10^{17}\ \mathrm{cm^{-3}}$ silicon also recombines by Auger and radiative processes. Can the measured lifetime still be linear?

**A:** Not in general. I estimate the intrinsic rate as

$$R_i=\left[C\frac{n+p}{2}+G\right](np-n_0p_0),$$

with rough coefficients $C=10^{-30}\ \mathrm{cm^6/s}$ for Auger recombination and $G=5\times10^{-15}\ \mathrm{cm^3/s}$ for radiative recombination. For negligible $n_0$, division by $\Delta n$ gives

$$\frac1{\tau_i}=p\left[C\frac{n+p}{2}+G\right].$$

At $\Delta n=10^{16}\ \mathrm{cm^{-3}}$, $p=2\times10^{16}\ \mathrm{cm^{-3}}$ and the mean carrier density is $1.5\times10^{16}\ \mathrm{cm^{-3}}$. The bracket is $2\times10^{-14}\ \mathrm{cm^3/s}$, so $1/\tau_i=400\ \mathrm{s^{-1}}$ and $\tau_i=2500$ µs. Rates of independent channels add:

$$\frac1{\tau_{\mathrm{tot}}}=\frac1\tau+\frac1{\tau_i}.$$

The total is then 417 µs instead of 501 µs. At $10^{17}\ \mathrm{cm^{-3}}$, $\tau_i=83$ µs and the total is 76 µs, although the defect lifetime has risen to 910 µs. The total lifetime has passed a maximum.

A bracketing root search places the point where the intrinsic rate is a tenth of the defect rate at $\Delta n=6.2\times10^{15}\ \mathrm{cm^{-3}}$. Here $X=6.2/16.2\simeq0.38$. Beyond it, the total lies more than 9% below the defect line, for these rough coefficients.

**Q:** One can subtract the intrinsic rate and recover the line.

**A:** In principle, using $1/\tau=1/\tau_{\mathrm{tot}}-1/\tau_i$. The subtraction becomes delicate when the defect contributes little. At the top of the sweep it supplies $76/910\simeq8\%$ of the total rate. An error of 10% in the intrinsic rate is an error of

$$0.10\times\frac{910}{83}\simeq1.1$$

relative to the defect rate. It is larger than the quantity sought. The upper end of a corrected plot then tells more about the intrinsic model than about the defect.

**Q:** You also assumed equal excess densities. Yet your defects go from nearly empty to nearly full. Where does their charge go?

**A:** Each additional trapped electron must be balanced by positive charge. With fully ionized dopants,

$$\Delta p=\Delta n+N_t(f-f_0).$$

For weak injection and small emission, $f-f_0\simeq c_n\Delta n/(c_pN)$. Thus

$$\frac{\Delta p}{\Delta n}-1\simeq\frac{N_tc_n}{c_pN}=\frac{10^{12}\times10^3}{10^{16}}=0.10.$$

Solving neutrality and occupancy together by a bracketing root search gives 9.9% at $\Delta n=10^{11}\ \mathrm{cm^{-3}}$. The defect density is only $10^{-4}$ of the doping, but the ratio of capture coefficients magnifies its effect.

**Q:** Then the line should already be wrong by ten per cent.

**A:** A lifetime defined with holes, $\Delta p/R$, is longer than $\Delta n/R$ by that amount. The electron lifetime behaves better. Without assuming equal excesses,

$$np-n_0p_0=(n_0+\Delta n)p-n_0p_0=p\Delta n+n_0\Delta p.$$

Divide the rate denominator by this expression, after taking out $p\Delta n$:

$$\tau\left(1+\frac{n_0}{p}\frac{\Delta p}{\Delta n}\right)=\tau_{n0}+\tau_{p0}X+\frac Kp.$$

When the second term in the bracket is negligible, the first two terms on the right need no neutrality condition. Stored charge disturbs the line in the true $X$ through $K/p$ alone, and here $K/N$ is about 0.1% of $A$. For a donor-like defect and a fixed boron density of $10^{16}\ \mathrm{cm^{-3}}$, the computed deviation from the original line, relative to that line, is below 0.0001%.

A conductance measurement sums electron and hole contributions weighted by their mobilities. If it is interpreted with $\Delta p=\Delta n$, the inferred excess lies between the two true ones. The bias in the lifetime is then below the full 10%. Since $N_t(f-f_0)\le N_t$, the relative excess of holes is at most $N_t/\Delta n$, or 1% at $\Delta n=10^{14}\ \mathrm{cm^{-3}}$.

**Q:** Boron is not completely ionized either. Does that spoil $p-n=N$?

**A:** Slightly. For an acceptor 45 meV above the valence band with degeneracy factor four, the neutral fraction is

$$\left[1+\frac{N_v}{4p}e^{-E_a/k_BT}\right]^{-1},$$

where $E_a$ is that 45 meV depth. Extra holes neutralize some boron, so $\Delta p<\Delta n$. The numerical solution of neutrality gives a largest difference of 0.74%, relative to $\Delta n$. Against the true $X$, the lifetime departs from the line by 0.0009%. If one instead assumes $X=\Delta n/(N+\Delta n)$, the largest discrepancy is 0.75%, because an error in $p$ becomes an error in $X$. Both percentages are relative to the respective line value.

**Q:** What of dense carriers and a narrowing gap?

**A:** At the largest injection, $p=1.1\times10^{17}\ \mathrm{cm^{-3}}$. I solved the Fermi-Dirac density integral for the hole Fermi level, using quadrature and a bracketing root search. At that level the Boltzmann formula overestimates the hole density by 0.13%. As a measure of gap narrowing, I reduced the distance between defect and valence band by an assumed 20 meV, holding the gap and the capture coefficients fixed. This raises $A$ by about 0.15%. At the largest injection these effects are small beside intrinsic recombination. In the weak-injection limit the change in $A$ exceeds the intrinsic correction, which is there about 0.01%; by $\Delta n=10^{14}\ \mathrm{cm^{-3}}$ the intrinsic correction is already the larger. A dependence of the capture coefficients on injection has not been estimated, and it could bend the line directly.

**Q:** When does your neglected $n_0$ finally matter?

**A:** When the material is hot enough to approach intrinsic conduction. I held the doping and capture coefficients fixed, scaled the densities of states as $T^{3/2}$, and let the gap fall by 0.3 meV per kelvin from 1.12 eV at 300 K. A root search then gives $n_0/N=0.01$ at 543 K. Since $p_0=N+n_0$, the limiting error relative to $L$ is

$$\frac{n_0}{p_0+n_0}=\frac{0.01}{1.02}=0.98\%.$$

A sweep of the four flows from $\Delta n=10^{12}$ to $10^{17}\ \mathrm{cm^{-3}}$ gives the same largest error, 0.98%. The temperature is rough because the gap law is rough.

**Q:** Show me that a falling line is more than an algebraic possibility.

**A:** Keep 300 K, the doping and the defect density, but put the level 0.15 eV above the valence band and set both capture coefficients to $10^{-8}\ \mathrm{cm^3/s}$. Then $\tau_{n0}=\tau_{p0}=100$ µs and $B=200$ µs. Hole emission raises the other end to $A=1006$ µs. The lifetime falls because injected holes empty defects that hole emission had kept filled, so a larger fraction of the defects can capture electrons.

**Q:** And if this defect and the first one are both present?

**A:** Their rates add, not their lifetimes. For two lines $L_1$ and $L_2$ with negligible $n_0$,

$$\tau_{12}=\frac{L_1L_2}{S}=L_1-\frac{L_1^2}{S},\qquad S=L_1+L_2.$$

Primes denote derivatives with respect to $X$. Because $L_1$ and $S$ are linear, differentiating the quotient twice gives

$$\left(\frac{L_1^2}{S}\right)''=\frac{2L_1'^2}{S}-\frac{4L_1L_1'S'}{S^2}+\frac{2L_1^2S'^2}{S^3}.$$

The three terms form a square:

$$\tau_{12}''=-\frac{2(L_1'S-L_1S')^2}{S^3}=-\frac{2(L_1'L_2-L_1L_2')^2}{S^3}\le0.$$

The curve is concave unless the two lines are proportional. With $10^{12}\ \mathrm{cm^{-3}}$ of each defect, it rises above the straight line joining the ends of the sweep by as much as 288%, relative to that straight line.

**Q:** So if I measure a straight line, I have found one defect and can read off its energy?

**A:** Neither conclusion follows. Two defects with proportional lines also give a line. Even for one defect, the two numbers $A$ and $B$ cannot determine the three unknowns $\tau_{n0}$, $\tau_{p0}$ and $E_t$. For example, move the level from 0.38 to 0.25 eV above the valence band and solve the two linear equations for the capture times. The values $\tau_{n0}=0.842$ µs and $\tau_{p0}=1000.2$ µs reproduce the original line.

A second doping helps if the defect and its density are unchanged. The two values of $A=\tau_{n0}+K/N$ give $\tau_{n0}$ and $K$, and $B$ gives $\tau_{p0}$. Since $n_1=n_0p_0/p_1$, the definition of $K$ becomes

$$\tau_{n0}p_1^2-Kp_1+\tau_{p0}n_0p_0=0.$$

Besides the true $p_1$, this quadratic has the positive root $\tau_{p0}n_1/\tau_{n0}$, with $n_1$ at its true value. That root corresponds to an energy $(E_c-E_t)+k_BT\ln(N_v/N_c)-k_BT\ln(\tau_{p0}/\tau_{n0})$ above the valence band. If this energy lies inside the gap and differs from the true one, these data leave an ambiguity between two energies; if it lies outside the gap, it can be discarded. In the example the second energy is $0.74-0.18=0.56$ eV above the valence band, inside the gap. The extraction also requires $K/N$ to be measurable beside $\tau_{n0}$. In the example, with a second doping of $10^{15}\ \mathrm{cm^{-3}}$, the two values of $A$ differ by only 0.011 µs, about 1%, so a 1% error in either changes $K$ by nearly its own size.

**Q:** How close is the example to a real wafer?

**A:** Interstitial iron has a donor level in the lower half of the gap and captures electrons much more readily than holes. The assumed ratio of 1000 is somewhat above commonly quoted estimates, which spread widely and reach several hundred, and $10^{12}\ \mathrm{cm^{-3}}$ is heavy contamination for a clean monocrystalline wafer. The doping is in the range used for solar cells. In boron-doped material at room temperature, iron tends to pair with boron in the dark, and the pairs recombine differently. The example therefore describes dissociated iron; remaining pairs would add another channel, whose effect I have not calculated. Surfaces and nonuniform carrier profiles are also absent. Of the omissions estimated here, intrinsic recombination moves the result most: at the top of the sweep it reduces the predicted total from 910 to 76 µs. The line remains a statement about the defect's share of the recombination, under the stated conditions.
